# Weighted Photon-Photon Collisions: Correct Breit-Wheeler Rates and Their Noise: test program

```python
"""
Result under test: no-time-counter (NTC) pairing of weighted photon macroparticles
reproduces the Breit-Wheeler pair rate  sum_{i<j} w_i w_j g_ij / V,  where
  w_i   number of real photons in macroparticle i,     V  cell volume,
  g_ij  = c * sigma * (1 - cos(angle between i and j)), sigma the pair cross section.
A candidate pair is accepted with probability max(w_i,w_j) g_ij / majorant and makes
min(w_i,w_j)/boost real pairs.  Variances from collisions and from random loading
of the photon momenta are tested as well.  Energies in MeV, all else in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import minimize_scalar

C = const.c
MC2 = const.physical_constants["electron mass energy equivalent in MeV"][0]
RE = const.physical_constants["classical electron radius"][0]
rng = np.random.default_rng(20241)


def sigma_beta(beta):
    """Unpolarised cross section; beta = electron speed / c in the CM frame."""
    return 0.5 * np.pi * RE**2 * (1 - beta**2) * (
        (3 - beta**4) * 2 * np.arctanh(beta) - 2 * beta * (2 - beta**2))


def kernel(e1, e2, mu):
    x = e1 * e2 * (1 - mu) / (2 * MC2**2)          # equals 1 at threshold
    beta = np.sqrt(1 - 1 / np.maximum(x, 1.0))     # below threshold: 0, sigma = 0
    return C * sigma_beta(beta) * (1 - mu)


peak = minimize_scalar(lambda b: -sigma_beta(b) / RE**2, bounds=(0.3, 0.95),
                       method="bounded", options={"xatol": 1e-10})
SIGMA_PEAK = sigma_beta(peak.x)
KERNEL_BOUND = 2 * C * SIGMA_PEAK * (1 + 1e-9)


def check_mean(samples, expected):
    error = np.std(samples, ddof=1) / np.sqrt(len(samples))
    assert abs(np.mean(samples) - expected) < 5 * error, (np.mean(samples), expected, error)


def check_variance(samples, expected):
    dev2 = (samples - np.mean(samples))**2
    error = np.std(dev2) / np.sqrt(len(samples))
    assert abs(np.mean(dev2) - expected) < 5 * error, (np.mean(dev2), expected, error)


# ---------- cross section from explicit Dirac matrices ----------
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
G0 = np.kron(np.diag([1, -1]), np.eye(2)).astype(complex)
GI = [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in pauli]


def slash(a):
    return a[0] * G0 - a[1] * GI[0] - a[2] * GI[1] - a[3] * GI[2]


def dot(a, b):
    return a[0] * b[0] - a[1:] @ b[1:]


POL_X, POL_Y = np.array([0., 1, 0, 0]), np.array([0., 0, 1, 0])


def spin_sum(beta, cos, pol1, pol2):
    """Sum over lepton spins of |M/e^2|^2, CM photon energy set to 1."""
    sin, m = np.sqrt(1 - cos**2), np.sqrt(1 - beta**2)
    p = np.array([1, beta * sin, 0, beta * cos])
    q = np.array([1, -beta * sin, 0, -beta * cos])
    k1, k2 = np.array([1., 0, 0, 1]), np.array([1., 0, 0, -1])
    one, amp = np.eye(4), np.zeros((4, 4), complex)
    for k, first, second in ((k1, pol1, pol2), (k2, pol2, pol1)):
        r = p - k
        amp += slash(first) @ (slash(r) + m * one) @ slash(second) / (dot(r, r) - m**2)
    bar = G0 @ amp.conj().T @ G0
    return np.trace((slash(p) + m * one) @ amp @ (slash(q) - m * one) @ bar).real


nodes, node_w = np.polynomial.legendre.leggauss(40)
sigma_dirac_error = 0.0
for beta in (0.2, 0.5, 0.7, 0.9):
    integral = 0.0
    for cos, weight in zip(nodes, node_w):
        s2, L = 1 - cos**2, 1 - beta**2 * cos**2
        xx, yy = spin_sum(beta, cos, POL_X, POL_X), spin_sum(beta, cos, POL_Y, POL_Y)
        xy, yx = spin_sum(beta, cos, POL_X, POL_Y), spin_sum(beta, cos, POL_Y, POL_X)
        formulas = [8 * beta**2 * (1 + 3 * s2 - beta**2 * (1 + s2)**2) / L**2,
                    8 * beta**2 * cos**2 / L, 8 / L, 8 / L]
        assert np.allclose([xx, yy, xy, yx], formulas, rtol=1e-9, atol=1e-10)
        integral += weight * (xx + yy + xy + yx)
    mandelstam_s, mass2 = 4.0, 1 - beta**2
    # e^4 = (4 pi alpha)^2 and r_e^2 = alpha^2 / mass^2
    sigma_dirac = RE**2 * mass2 * 2 * np.pi * beta / (64 * np.pi**2 * mandelstam_s) \
        * (4 * np.pi)**2 * integral / 4
    sigma_dirac_error = max(sigma_dirac_error, abs(sigma_dirac / sigma_beta(beta) - 1))
assert sigma_dirac_error < 1e-8

# ---------- flux factor: boost two photon currents to their CM frame ----------
e1, e2, mu = 1.3, 2.1, 0.35
dir1, dir2 = np.array([0, 0, 1.]), np.array([np.sqrt(1 - mu**2), 0, mu])
vel = (e1 * dir1 + e2 * dir2) / (e1 + e2)
gam = 1 / np.sqrt(1 - vel @ vel)
boost_matrix = np.eye(4)
boost_matrix[0, 0] = gam
boost_matrix[0, 1:] = boost_matrix[1:, 0] = -gam * vel
boost_matrix[1:, 1:] += (gam - 1) * np.outer(vel, vel) / (vel @ vel)
current1 = boost_matrix @ (3.0 * np.r_[1, dir1])
current2 = boost_matrix @ (5.0 * np.r_[1, dir2])
assert np.allclose(current1[1:] / current1[0], -current2[1:] / current2[0])
assert np.isclose(2 * current1[0] * current2[0], 3.0 * 5.0 * (1 - mu))


# ---------- the collision algorithm ----------
def ntc_step(weights, energies, directions, volume, dt, boost):
    """One step; returns the new weights, event weights and candidate number."""
    w, n = list(weights), len(weights)
    majorant = max(w) * KERNEL_BOUND
    candidates = rng.poisson(boost * n * (n - 1) / 2 * majorant * dt / volume)
    a = rng.integers(0, n, candidates)
    b = rng.integers(0, n - 1, candidates)
    b = b + (b >= a)
    mu_ab = np.sum(directions[a] * directions[b], axis=1)
    g = kernel(energies[a], energies[b], mu_ab)
    assert np.all(g <= KERNEL_BOUND)
    trial = rng.random(candidates) * majorant
    events = []
    for i, j, g_ij, t in zip(a.tolist(), b.tolist(), g.tolist(), trial.tolist()):
        light, heavy = (w[i], w[j]) if w[i] < w[j] else (w[j], w[i])
        if light > 0 and t < heavy * g_ij:
            made = light / boost
            w[i] -= made
            w[j] -= made
            events.append(made)
    return w, events, candidates


# ---------- strong depletion: compare with a master equation ----------
small_e = np.array([1.0, 1.5, 2.0])
small_d = np.array([[0, 0, 1.], [0, 0, -1.], [1., 0, 0]])
start = (4, 3, 2)
small_g = {(i, j): float(kernel(small_e[i], small_e[j], small_d[i] @ small_d[j]))
           for i in range(3) for j in range(i + 1, 3)}
states, links = [start], []
for state in states:                               # list grows while it is scanned
    for (i, j), g in small_g.items():
        loss = min(state[i], state[j])
        if loss > 0:
            new = list(state)
            new[i] -= loss
            new[j] -= loss
            if tuple(new) not in states:
                states.append(tuple(new))
            links.append((state, tuple(new), max(state[i], state[j]) * g))
generator = np.zeros((len(states), len(states)))
for old, new, rate in links:
    generator[states.index(old), states.index(new)] += rate
    generator[states.index(old), states.index(old)] -= rate
state_w = np.array(states, float)
pairs_made = (sum(start) - state_w.sum(axis=1)) / 2
small_count = 6
candidate_rate = 3 * max(start) * KERNEL_BOUND     # cell volume 1 m^3
small_dt = small_count / candidate_rate
master_yield = expm(generator * small_dt)[0] @ pairs_made
fixed_yield = np.linalg.matrix_power(
    np.eye(len(states)) + generator / candidate_rate, small_count)[0] @ pairs_made
undepleted_yield = sum(start[i] * start[j] * g for (i, j), g in small_g.items()) * small_dt
small_runs = np.array([sum(ntc_step(start, small_e, small_d, 1.0, small_dt, 1.0)[1])
                       for _ in range(15000)])
check_mean(small_runs, master_yield)
assert abs(fixed_yield / master_yield - 1) > 1e-3
h = 1e-4 * small_dt
prob = expm(generator * small_dt / 2)[0]
slope = (expm(generator * (small_dt / 2 + h))[0]
         - expm(generator * (small_dt / 2 - h))[0]) @ state_w / (2 * h)
for i in range(3):
    loss_rate = sum(g * (prob @ (state_w[:, a] * state_w[:, b]))
                    for (a, b), g in small_g.items() if i in (a, b))
    assert np.isclose(slope[i], -loss_rate, rtol=1e-5)

# ---------- kernel moments of the isotropic gas by quadrature ----------
E_LOW, E_HIGH = 0.6, 3.0
energy_nodes = 0.5 * (E_HIGH + E_LOW) + 0.5 * (E_HIGH - E_LOW) * nodes
prob_nodes = node_w / 2
x_max = np.outer(energy_nodes, energy_nodes) / MC2**2
beta_max = np.sqrt(1 - 1 / x_max)
b = beta_max[..., None] * (nodes + 1) / 2
x = 1 / (1 - b**2)
dx = 2 * b * x**2 * beta_max[..., None] * node_w / 2
angle_mean = 2 * C / x_max**2 * np.sum(x * sigma_beta(b) * dx, axis=2)
angle_square = 4 * C**2 / x_max**3 * np.sum((x * sigma_beta(b))**2 * dx, axis=2)
partner_mean = angle_mean @ prob_nodes
g_mean = prob_nodes @ partner_mean
zeta_one = prob_nodes @ (partner_mean - g_mean)**2
zeta = prob_nodes @ angle_square @ prob_nodes - g_mean**2


def load(n):
    z, phi = rng.uniform(-1, 1, n), rng.uniform(0, 2 * np.pi, n)
    r = np.sqrt(1 - z**2)
    return rng.uniform(E_LOW, E_HIGH, n), np.stack([r * np.cos(phi), r * np.sin(phi), z], 1)


def pair_table(w, energies, directions):
    a, b = np.triu_indices(len(w), 1)
    g = kernel(energies[a], energies[b], np.sum(directions[a] * directions[b], axis=1))
    return w[a], w[b], g


def pair_sum(w, energies, directions):
    wa, wb, g = pair_table(w, energies, directions)
    return np.sum(wa * wb * g)


def n_effective(w):
    return w.sum()**2 / np.sum(w**2)


def loading_variance(w):
    pair_squares = (np.sum(w**2)**2 - np.sum(w**4)) / 2
    return zeta_one * np.sum(w**2 * (w.sum() - w)**2) + (zeta - 2 * zeta_one) * pair_squares


# ---------- repeated loadings: deficit and variance ----------
load_w = np.repeat([1.0, 10.0], 10)
continuum_sum = load_w.sum()**2 * g_mean / 2
fixed_loads = np.array([pair_sum(load_w, *load(20)) for _ in range(12000)]) / continuum_sum
check_mean(fixed_loads, 1 - 1 / n_effective(load_w))
check_variance(fixed_loads, loading_variance(load_w) / continuum_sum**2)
poisson_loads = []
for _ in range(12000):
    n = rng.poisson(20)
    poisson_loads.append(pair_sum(rng.choice([1.0, 10.0], n), *load(n)) / continuum_sum)
poisson_loads = np.array(poisson_loads)
check_mean(poisson_loads, 1.0)


# ---------- effective event weight for a uniform kernel ----------
def uniform_event_weight(w):
    a, b = np.triu_indices(len(w), 1)
    return np.sum(np.minimum(w[a], w[b]) * w[a] * w[b]) / np.sum(w[a] * w[b])


for spread in (0.1, 0.5, 1.0, 2.0):
    for n in (3, 10, 60):
        w = rng.lognormal(0, spread, n)
        assert uniform_event_weight(w) <= w.sum() / n_effective(w) * (1 + 1e-12)
spread_ratio = {}
for factor in (2.0, 10.0):
    w = np.repeat([1.0, factor], 100)
    spread_ratio[factor] = uniform_event_weight(w) / w.mean()
assert spread_ratio[2.0] < 1 < spread_ratio[10.0]

# ---------- worked example ----------
N, PHOTONS, VOLUME, DT, BOOST, STEPS = 200, 1e11, 1e-18, 1e-15, 1e6, 6000
gas_e, gas_d = load(N)
continuum_yield = PHOTONS**2 * g_mean * DT / (2 * VOLUME)
unequal = np.tile([1.0, 10.0], N // 2)
cases = {"equal": np.full(N, PHOTONS / N), "unequal": unequal * PHOTONS / unequal.sum()}
report = []
for name, w in cases.items():
    wa, wb, g = pair_table(w, gas_e, gas_d)
    rate = g * DT / VOLUME
    made = np.minimum(wa, wb) / BOOST
    yield_exact = np.sum(wa * wb * rate)
    variance = np.sum(made * wa * wb * rate)
    n_events = BOOST * np.sum(np.maximum(wa, wb) * rate)
    penalty = variance * n_events / yield_exact**2
    n_candidates = BOOST * N * (N - 1) / 2 * w.max() * KERNEL_BOUND * DT / VOLUME
    yields, counts, tried, pool = [], [], [], []
    start_w = w.tolist()
    for _ in range(STEPS):
        _, events, candidates = ntc_step(start_w, gas_e, gas_d, VOLUME, DT, BOOST)
        yields.append(sum(events))
        counts.append(len(events))
        tried.append(candidates)
        pool.extend(events)
    yields, pool = np.array(yields), np.array(pool)
    check_mean(yields, yield_exact)
    check_variance(yields, variance)
    check_mean(np.array(counts), n_events)
    assert abs(np.mean(pool**2) / np.mean(pool)**2 / penalty - 1) < 0.03
    load_rel = np.sqrt(loading_variance(w)) * DT / VOLUME / continuum_yield
    expected_load = continuum_yield * (1 - 1 / n_effective(w))
    assert abs(yield_exact - expected_load) < 5 * load_rel * continuum_yield
    coll_rel = np.sqrt(variance) / yield_exact
    report += [
        f"[{name}] lightest, heaviest weight: {w.min():.4e}, {w.max():.4e} photons",
        f"[{name}] effective macroparticle number: {n_effective(w):.2f}",
        f"[{name}] yield by explicit pair sum: {yield_exact:.1f} pairs",
        f"[{name}] yield, mean of NTC steps: {yields.mean():.1f} pairs",
        f"[{name}] standard error of that mean: {yields.std(ddof=1)/np.sqrt(STEPS):.1f} pairs",
        f"[{name}] expected candidates per step: {n_candidates:.2f}",
        f"[{name}] simulated candidates per step: {np.mean(tried):.2f}",
        f"[{name}] expected events per step: {n_events:.2f}",
        f"[{name}] simulated events per step: {np.mean(counts):.2f}",
        f"[{name}] event-weight penalty <u^2>/<u>^2: {penalty:.4f}",
        f"[{name}] relative collision noise, formula: {coll_rel:.4f}",
        f"[{name}] relative collision noise, simulated: {yields.std()/yields.mean():.4f}",
        f"[{name}] relative loading noise, formula: {load_rel:.4f}",
        f"[{name}] both noises in quadrature: {np.hypot(coll_rel, load_rel):.4f}"]

print(f"electron rest energy: {MC2:.6f} MeV")
print(f"peak cross section: {SIGMA_PEAK:.4e} m^2 at beta = {peak.x:.4f}")
print(f"kernel bound 2 c sigma_peak: {KERNEL_BOUND:.4e} m^3/s")
print(f"largest relative error, Dirac sum vs cross section: {sigma_dirac_error:.1e}")
print(f"small system: pair kernels 12, 13, 23: "
      f"{', '.join(f'{g:.4e}' for g in small_g.values())} m^3/s")
print(f"small system: weights {start}, mean candidates {small_count}, states {len(states)}")
print(f"small system: yield without depletion: {undepleted_yield:.4f} pairs")
print(f"small system: yield, master equation: {master_yield:.4f} pairs")
print(f"small system: yield, NTC Poisson count: {small_runs.mean():.4f} pairs")
print(f"small system: its standard error: {small_runs.std()/np.sqrt(len(small_runs)):.4f} pairs")
print(f"small system: yield, fixed candidate count: {fixed_yield:.4f} pairs")
print(f"gas energies: uniform from {E_LOW} to {E_HIGH} MeV")
print(f"gas mean kernel: {g_mean:.4e} m^3/s")
print(f"gas zeta/mean^2: {zeta/g_mean**2:.4f}, zeta_one/mean^2: {zeta_one/g_mean**2:.5f}")
print(f"loading test (10 light, 10 ten times heavier): N_eff = {n_effective(load_w):.3f}")
print(f"loading test: mean/continuum, formula: {1-1/n_effective(load_w):.4f}")
print(f"loading test: mean/continuum, fixed number: {fixed_loads.mean():.4f}")
print(f"loading test: mean/continuum, Poisson number: {poisson_loads.mean():.4f}")
print(f"loading test: standard errors: {fixed_loads.std()/np.sqrt(12000):.4f}, "
      f"{poisson_loads.std()/np.sqrt(12000):.4f}")
print(f"loading test: std/continuum, formula: "
      f"{np.sqrt(loading_variance(load_w))/continuum_sum:.4f}")
print(f"loading test: std/continuum, sampled: {fixed_loads.std():.4f}")
print(f"uniform kernel: event weight / mean weight, factor 2: {spread_ratio[2.0]:.4f}")
print(f"uniform kernel: event weight / mean weight, factor 10: {spread_ratio[10.0]:.4f}")
print(f"example: {PHOTONS:.0e} photons, {N} macroparticles, boost {BOOST:.0e}, {STEPS} steps")
print(f"example: volume {VOLUME:.0e} m^3, time step {DT:.0e} s")
print(f"example: continuum yield per step: {continuum_yield:.1f} pairs")
print(f"example: fraction of photons lost per step: {2*continuum_yield/PHOTONS:.3e}")
print(f"example: natural relative Poisson noise: {1/np.sqrt(continuum_yield):.5f}")
for line in report:
    print(line)
print("finished without a failed check")
```

It prints:

```
electron rest energy: 0.510999 MeV
peak cross section: 1.7006e-29 m^2 at beta = 0.7013
kernel bound 2 c sigma_peak: 1.0197e-20 m^3/s
largest relative error, Dirac sum vs cross section: 8.9e-15
small system: pair kernels 12, 13, 23: 6.3990e-21, 4.0736e-21, 3.1995e-21 m^3/s
small system: weights (4, 3, 2), mean candidates 6, states 7
small system: yield without depletion: 6.3046 pairs
small system: yield, master equation: 2.7706 pairs
small system: yield, NTC Poisson count: 2.7799 pairs
small system: its standard error: 0.0087 pairs
small system: yield, fixed candidate count: 2.9002 pairs
gas energies: uniform from 0.6 to 3.0 MeV
gas mean kernel: 2.8896e-21 m^3/s
gas zeta/mean^2: 0.4116, zeta_one/mean^2: 0.03560
loading test (10 light, 10 ten times heavier): N_eff = 11.980
loading test: mean/continuum, formula: 0.9165
loading test: mean/continuum, fixed number: 0.9161
loading test: mean/continuum, Poisson number: 1.0015
loading test: standard errors: 0.0011, 0.0055
loading test: std/continuum, formula: 0.1188
loading test: std/continuum, sampled: 0.1185
uniform kernel: event weight / mean weight, factor 2: 0.9616
uniform kernel: event weight / mean weight, factor 10: 1.5319
example: 1e+11 photons, 200 macroparticles, boost 1e+06, 6000 steps
example: volume 1e-18 m^3, time step 1e-15 s
example: continuum yield per step: 14447.8 pairs
example: fraction of photons lost per step: 2.890e-07
example: natural relative Poisson noise: 0.00832
[equal] lightest, heaviest weight: 5.0000e+08, 5.0000e+08 photons
[equal] effective macroparticle number: 200.00
[equal] yield by explicit pair sum: 14401.9 pairs
[equal] yield, mean of NTC steps: 14417.6 pairs
[equal] standard error of that mean: 34.4 pairs
[equal] expected candidates per step: 101.46
[equal] simulated candidates per step: 101.55
[equal] expected events per step: 28.80
[equal] simulated events per step: 28.84
[equal] event-weight penalty <u^2>/<u>^2: 1.0000
[equal] relative collision noise, formula: 0.1863
[equal] relative collision noise, simulated: 0.1846
[equal] relative loading noise, formula: 0.0269
[equal] both noises in quadrature: 0.1883
[unequal] lightest, heaviest weight: 9.0909e+07, 9.0909e+08 photons
[unequal] effective macroparticle number: 119.80
[unequal] yield by explicit pair sum: 14533.7 pairs
[unequal] yield, mean of NTC steps: 14563.0 pairs
[unequal] standard error of that mean: 43.3 pairs
[unequal] expected candidates per step: 184.47
[unequal] simulated candidates per step: 184.70
[unequal] expected events per step: 40.86
[unequal] simulated events per step: 40.95
[unequal] event-weight penalty <u^2>/<u>^2: 2.1581
[unequal] relative collision noise, formula: 0.2298
[unequal] relative collision noise, simulated: 0.2303
[unequal] relative loading noise, formula: 0.0348
[unequal] both noises in quadrature: 0.2325
finished without a failed check
```
